# Why bias-temperature instability can grow logarithmically in time

**Q:** I hold a transistor at constant gate bias and elevated temperature and record the magnitude of its threshold-voltage shift. The shift grows by nearly the same number of millivolts in every decade of time. If charge capture by a defect is a first-order process, should I not see an exponential approach to saturation instead?

**A:** For one kind of defect, yes. Take a trap that is empty when the stress begins at $t=0$, captures one charge with time constant $\tau$, and does not release it during the stress. Its mean occupancy $p$ obeys

$$\frac{dp}{dt}=\frac{1-p}{\tau},\qquad p(0)=0 .$$

The empty fraction $1-p$ therefore decays as $e^{-t/\tau}$, and

$$p(t)=1-e^{-t/\tau}.$$

The occupancy reaches 10% when $e^{-t/\tau}=0.9$, at $t=\tau\ln(10/9)$, and 90% when $e^{-t/\tau}=0.1$, at $t=\tau\ln 10$. The ratio of these times does not depend on $\tau$:

$$\log_{10}\frac{\ln 10}{\ln(10/9)}=1.34 .$$

One capture time produces most of its change within 1.34 decades. If the traps are independent and each keeps a fixed capture time, a steady drift over many decades needs a population with very different capture times.

**Q:** Where could such an enormous range of times come from? The defects all sit in the same thin oxide.

**A:** From an exponential. Suppose that capture requires crossing a thermal barrier $E$, so that

$$\tau=\tau_0e^{E/kT},$$

where $k$ is Boltzmann's constant, $T$ the temperature and $\tau_0$ a prefactor, for now the same for all traps. Let the barriers be uniformly distributed between $E_a$ and $E_b$, with width $W=E_b-E_a$. The fraction of traps in an interval $dE$ is then $dE/W$. Taking the logarithm of $\tau$ gives

$$\ln\tau=\ln\tau_0+\frac{E}{kT},\qquad dE=kT\,d\ln\tau ,$$

and hence

$$\frac{dE}{W}=\frac{kT}{W}\,d\ln\tau .$$

So $\ln\tau$ is uniformly distributed with density $kT/W$, between the logarithms of $\tau_a=\tau_0e^{E_a/kT}$ and $\tau_b=\tau_0e^{E_b/kT}$. Equal slices of barrier energy become equal numbers of traps per decade of capture time.

For an example I use round model parameters, in electronvolts, seconds and millivolts: $\tau_0=10^{-12}$ s, barriers from 0.5 to 1.5 eV, and $T=400$ K. Then $kT=0.03447$ eV, and one decade of $\tau$ corresponds to $kT\ln10=0.0794$ eV. The width of 1 eV covers $1/0.0794=12.6$ decades, from $\tau_a=1.99\times10^{-6}$ s to $\tau_b=7.93\times10^{6}$ s. A modest spread in energy is a huge spread in time because $W/kT=29$.

**Q:** A flat distribution of $\ln\tau$ is still not a logarithmic drift. Each trap responds gradually. What does the sum give?

**A:** Average the single-trap occupancy over the distribution. The captured fraction is

$$f(t)=\frac1W\int_{E_a}^{E_b}\left(1-e^{-t/\tau}\right)dE
=\frac{kT}{W}\int_{\tau_a}^{\tau_b}\left(1-e^{-t/\tau}\right)\frac{d\tau}{\tau}.$$

Put $u=t/\tau$. Then $d\tau/\tau=-du/u$, and the minus sign exchanges the limits:

$$f(t)=\frac{kT}{W}\int_{t/\tau_b}^{t/\tau_a}\frac{1-e^{-u}}{u}\,du
=\frac{kT}{W}\left[\mathrm{Ein}\!\left(\frac t{\tau_a}\right)-\mathrm{Ein}\!\left(\frac t{\tau_b}\right)\right],$$

with $\mathrm{Ein}(x)=\int_0^x(1-e^{-u})\,du/u$. To expose the logarithm, split this integral at $u=1$ and write $E_1(x)=\int_x^\infty e^{-u}du/u$:

$$\mathrm{Ein}(x)=\ln x+E_1(x)+C,\qquad
C=\int_0^1\frac{1-e^{-u}}u\,du-\int_1^\infty\frac{e^{-u}}u\,du .$$

Integrate both parts of $C$ by parts, using $du/u=d\ln u$. The boundary terms vanish, leaving

$$C=-\int_0^1e^{-u}\ln u\,du-\int_1^\infty e^{-u}\ln u\,du
=-\int_0^\infty e^{-u}\ln u\,du=\gamma ,$$

where $\gamma=0.577$ is Euler's constant. Therefore

$$f(t)=\frac{kT}{W}\left[\ln\frac t{\tau_a}+\gamma+E_1\!\left(\frac t{\tau_a}\right)-\mathrm{Ein}\!\left(\frac t{\tau_b}\right)\right].$$

The last two terms are small well inside the range of capture times. Since $1/u<1/x$ for $u>x$, we have $0<E_1(x)<e^{-x}/x$. Since $(1-e^{-u})/u<1$ for $u>0$, we have $0<\mathrm{Ein}(y)<y$. For $\tau_a\ll t\ll\tau_b$ this leaves

$$f(t)\simeq\frac{kT}{W}\left[\ln\frac t{\tau_a}+\gamma\right].$$

At $t=1$ s the example gives $\ln(t/\tau_a)=13.125$, so $f=0.03447\,(13.125+0.577)=0.472$. The direct sum over barriers gives the same value.

**Q:** How do I turn that into millivolts, and over what times may I trust it?

**A:** Assume that each captured charge contributes equally, on average, to the shift. Then $|\Delta V_{\rm th}|=V_{\max}f$, where $V_{\max}$ is the shift with all traps charged. I choose $V_{\max}=40$ mV. The shift is 9.37 mV at $10^{-3}$ s, 18.89 mV at 1 s and 28.42 mV at $10^3$ s. Each interval of three decades adds 9.52 mV, or 3.175 mV per decade.

The range follows from the slope. From the definition of $\mathrm{Ein}$, $d\,\mathrm{Ein}(x)/d\ln x=1-e^{-x}$. Differentiating the full result, before any approximation, gives

$$\frac{df}{d\ln t}=\frac{kT}{W}\left[e^{-t/\tau_b}-e^{-t/\tau_a}\right].$$

Between the two edge times the first exponential is near one and the second near zero, so the slope has the plateau value $kT/W$. It is about 1% below the plateau when $e^{-t/\tau_a}=0.01$, at $t=\tau_a\ln100$, and again when $t=0.01\,\tau_b$. In the example these times are $9.2\times10^{-6}$ s and $7.9\times10^4$ s, which are 9.94 decades apart. The edges cost

$$\log_{10}(100\ln100)=2.66$$

of the original 12.60 decades. This also says what "broad" must mean: the range in decades, $W/(kT\ln10)$, must be well above 2.66. Close to that value the two edges overlap, their deficits add, and the slope never comes within 1% of the plateau value.

Outside the window there are two other limits. For $t\ll\tau_a$, $\mathrm{Ein}(x)\simeq x$ and

$$f\simeq\frac{kT}{W}\,t\left(\frac1{\tau_a}-\frac1{\tau_b}\right),$$

which is linear in time. For $t\gg\tau_b$, both $\mathrm{Ein}$ functions are logarithmic, the constants cancel, and $f\to(kT/W)\ln(\tau_b/\tau_a)=1$. The drift saturates because the traps run out.

**Q:** Can I picture what happens in one decade, without the special functions?

**A:** Look at the occupancy as a function of barrier at a fixed time. Low barriers are filled, high barriers are empty, and a front separates them. Because $\ln(t/\tau_a)=\ln(t/\tau_0)-E_a/kT$, the logarithmic law can be rewritten as

$$f\simeq\frac{E^*(t)-E_a}{W},\qquad E^*(t)=kT\left[\ln\frac t{\tau_0}+\gamma\right].$$

The captured fraction is the same as if every trap below $E^*$ were full and every trap above it empty. In truth the front is smooth. The 90% and 10% occupancies lie at $t/\tau=\ln10$ and $t/\tau=\ln(10/9)$, so their barriers differ by

$$kT\ln\frac{\ln10}{\ln(10/9)}=0.106\ \text{eV}.$$

At 1 s the front is at 0.972 eV. The occupancy depends on $E$ and $t$ through the combination $E-kT\ln t$, so the front keeps its shape as it moves, advancing 0.0794 eV per decade. With a uniform density of barriers, it meets the same number of empty traps in each decade.

**Q:** Is the barrier essential to this? Suppose I simply spread the capture times themselves uniformly over the same range, from microseconds to months.

**A:** That gives a very different curve, because nearly all of the traps are then slow. With a uniform density in $\tau$,

$$f_{\rm lin}(t)=\frac1{\tau_b-\tau_a}\int_{\tau_a}^{\tau_b}\left(1-e^{-t/\tau}\right)d\tau .$$

For $\tau_a\ll t\ll\tau_b$, replace the lower limit by zero and $\tau_b-\tau_a$ by $\tau_b$. The added piece of the integral is at most $\tau_a$, which is small compared with $t$. With $u=t/\tau$, $d\tau=-t\,du/u^2$ and $y=t/\tau_b$,

$$f_{\rm lin}\simeq y\int_y^\infty\frac{1-e^{-u}}{u^2}\,du
=y\left[\frac{1-e^{-y}}y+E_1(y)\right],$$

where the second form comes from integrating $1/u^2$ by parts. At small $y$ the first term in the bracket tends to 1, and $E_1(y)=\mathrm{Ein}(y)-\ln y-\gamma\simeq-\ln y-\gamma$. Thus

$$f_{\rm lin}\simeq\frac t{\tau_b}\left[\ln\frac{\tau_b}t+1-\gamma\right].$$

This is nearly linear in time. In the example it rises from $1.77\times10^{-5}$ at 10 s to $1.48\times10^{-4}$ at 100 s, a factor of 8.4 in one decade. A wide range of times is not sufficient. The traps must be spread evenly over the logarithm of time, and a uniform barrier distribution does that.

**Q:** No real oxide has a perfectly rectangular barrier distribution. How much of the result survives?

**A:** Let $\rho(E)$ be any normalized barrier density. Differentiating the single-trap response gives $d(1-e^{-t/\tau})/d\ln t=ue^{-u}$ with $u=t/\tau$. At fixed $t$, $E=kT[\ln(t/\tau_0)-\ln u]$ and $dE=-kT\,du/u$. The factor $u$ cancels, and

$$\frac{df}{d\ln t}=kT\int_0^\infty e^{-u}\,
\rho\!\left(kT\left[\ln\frac t{\tau_0}-\ln u\right]\right)du ,$$

with $\rho=0$ outside its range. The slope is $kT$ times an average of $\rho$ with weight $e^{-u}$. Under this weight $\ln u$ has mean $-\gamma$, as found above. Its mean square is $\Gamma''(1)=\gamma^2+\pi^2/6$, where $\Gamma$ is the gamma function, so its variance is $\pi^2/6$. The average energy is therefore $E^*$. If $\rho$ varies slowly over a few $kT$, expand it about $E^*$. The first-derivative term averages to zero, and half the variance multiplies the second derivative:

$$\frac{df}{d\ln t}\simeq kT\left[\rho(E^*)+\frac{\pi^2}{12}(kT)^2\rho''(E^*)\right].$$

The drift rate per logarithm of time is a slightly blurred map of the barrier density at the front.

Consider a Gaussian centred at 1 eV with standard deviation 0.25 eV. The front reaches its centre at 2.23 s. Three decades earlier or later, the slope is about 0.64 of its central value. That is a rough logarithm over six decades, with visible curvature. The central two decades collect 24.6% of the traps, compared with 15.9% for the uniform distribution. Narrow the Gaussian to 0.03 eV, less than $kT$, and the same two decades collect 87.7%. The long logarithm has then become essentially one step.

**Q:** And if the prefactor $\tau_0$ also varies from trap to trap?

**A:** If its variation is independent of the barrier, the interior of the distribution stays flat. Let $s=\ln\tau_0$ have normalized density $h(s)$. The density of $\ln\tau$ is a sum of rectangles, each of height $kT/W$, displaced by $s$ and weighted by $h(s)$. Far enough from the edges that essentially all the rectangles overlap, the result is

$$\int h(s)\,\frac{kT}{W}\,ds=\frac{kT}{W}.$$

Near the edges it is rounded, so the distribution of $\ln\tau$ is now almost, rather than exactly, uniform. The captured fraction in the interior is linear in $\ln\tau_0$, so averaging it merely replaces $\ln\tau_0$ by its mean.

A random simulation of one million traps tests this. The prefactors have a Gaussian spread of 1.5 in $\ln\tau_0$, a factor of about 4.5 either way. Between $10^{-3}$ and $10^4$ s, the captures per decade range from 79,032 to 79,727, against a plateau value of 79,369 (the rounded upper edge lowers the expectation for the last decade by about 120). The expected counting scatter is about $\sqrt{79369}\approx280$, so these differences are ordinary noise. If the prefactor is correlated with the barrier, this argument does not apply.

**Q:** What should I see if I repeat the stress at 300 K?

**A:** If $V_{\max}$, $\tau_0$ and the barriers do not change with temperature, the slope per decade, $V_{\max}kT\ln10/W$, is proportional to $T$. It falls from 3.175 to 2.381 mV, a ratio of 0.75. The shift itself falls by more. At $10^3$ s it is 16.31 mV instead of 28.42 mV, a ratio of 0.57. The reason is that $E^*$ scales with $T$ at fixed time, but the captured fraction depends on $E^*-E_a$, and the lower edge $E_a$ does not move. Cooling both slows the front in energy per decade and delays its entry into the distribution.

**Q:** My colleague fits the same kind of data to $t^n$ with a small $n$. Is one of us wrong?

**A:** A short record may not decide. The local exponent of the logarithmic law is

$$n(t)=\frac{d\ln f}{d\ln t}=\frac1f\,\frac{df}{d\ln t}
=\frac1{\ln(t/\tau_a)+\gamma}.$$

It is 0.147 at $10^{-3}$ s, 0.073 at 1 s and 0.049 at $10^3$ s. From 1 s to the end of the logarithmic window it falls by only about 0.01 per decade or less, so over a decade or two a small constant power can fit well. The distinction lies in successive increments. Under the logarithmic law each decade adds the same shift. Under a power law each decade adds $10^n$ times the previous increment, which for $n=0.073$ is 18% more. You need enough decades, and enough precision in the increments, to see that difference.

**Q:** If my data pass that test, have I proved that the barriers are uniform?

**A:** No. For independent first-order traps, a steady logarithmic slope points to a density of $\ln\tau$ that is nearly flat when averaged over about a decade, but it does not say what makes it flat. Finer structure is hidden by the gradual response of each trap: even two discrete capture times per decade, evenly spaced in $\ln\tau$ and equally populated, would give a slope constant to about 0.2%. Suppose capture is limited by tunnelling to a depth $x$, with $\tau=\tau_1e^{2\kappa x}$ and depths uniform over a length $L$. Then $d\ln\tau=2\kappa\,dx$, and the density of $\ln\tau$ is $1/(2\kappa L)$, also constant. The slope in millivolts is then constant only if $L$ is small compared with the oxide thickness $t_{\rm ox}$, because a charge at depth $x$ from the channel shifts the threshold in proportion to $1-x/t_{\rm ox}$. For a barrier of 3.1 eV and a mass of half the electron mass, $\kappa\approx6.4$ nm$^{-1}$ and one decade takes 0.18 nm, nearly a tenth of a 2 nm oxide. Temperature offers a way to separate the two: this density contains no $kT$ if $\kappa$ is independent of temperature, whereas the uniform barrier model predicts a slope proportional to $T$. The comparison is fair if the number of active traps and the effect of each charge stay the same, and if the barrier density is the same in the energy ranges probed at the two temperatures. These ranges differ: times from $10^{-3}$ to $10^3$ s probe 0.73 to 1.21 eV at 400 K but 0.55 to 0.91 eV at 300 K. In general the slope follows $kT\rho(E^*)$. A density that is higher at low barriers can make a thermal process look independent of temperature, and the broad Gaussian above gives a ratio of 0.43 at 1 s instead of 0.75.

**Q:** When would you distrust the model altogether?

**A:** First, when emission during stress matters. With an emission time $\tau_e$,

$$\frac{dp}{dt}=\frac{1-p}{\tau}-\frac p{\tau_e},$$

and setting the right side to zero gives the final occupancy $\tau_e/(\tau+\tau_e)$. Traps with $\tau$ comparable to or longer than $\tau_e$ fill only partly. If $\tau_e$ is about the same for all traps, the slow end of the distribution contributes less than I assumed and the drift stops near $t\approx\tau_e$. If $\tau_e$ is proportional to $\tau$, the logarithm survives with its slope reduced by the factor $\tau_e/(\tau+\tau_e)$. Recovery after the stress is removed also requires the emission times, which the capture barriers alone do not supply.

Second, when the traps are not a fixed, independent population. If the stress creates new defects, or if captured charge changes the barriers of the remaining traps, the sum over fixed capture times is no longer justified.

Third, when the device is very small. The formula gives an ensemble mean. A device with 20 such traps captures on average $20\times0.0794\approx1.6$ charges per decade, so its own record is a staircase of individual steps at random times. The smooth logarithm appears after averaging many devices, or in one device with many traps. The numerical output gives the values for the large-population example.

## Computed results

```
Prefactor tau0: 1.0e-12 s
Barrier range: 0.50 to 1.50 eV; width 1.00 eV
Temperature: 400 K; thermal energy kT: 0.03447 eV
Barrier width over kT: 29.01
Full threshold shift: 40.0 mV
Euler constant gamma: 0.57722
Shortest capture time tau_a: 1.994e-06 s
Longest capture time tau_b: 7.928e+06 s
Range of capture times: 12.60 decades
Single trap, 10-90% rise: 1.340 decades
Density of ln(tau), kT/W: 0.03447
Fraction captured per decade: 0.07937
One-percent window: 9.183e-06 to 7.928e+04 s
One-percent window length: 9.94 decades
t = 1e-03 s: summed fraction 0.23421, log law 0.23421
  shift 9.369 mV, local exponent 0.1472
t = 1e+00 s: summed fraction 0.47232, log law 0.47232
  shift 18.893 mV, local exponent 0.0730
t = 1e+03 s: summed fraction 0.71042, log law 0.71042
  shift 28.417 mV, local exponent 0.0485
Front at 1 s: 0.9723 eV; 10-90% width 0.1063 eV
Front advance per decade: 0.07937 eV
Slope at 400 K: 3.175 mV per decade
Slope at 300 K: 2.381 mV per decade
Shift at 1000 s and 300 K: 16.313 mV
Simulation: 1000000 traps, spread of ln(tau0) 1.5
Simulated captures per decade, 1e-3 to 1e4 s: 79032 to 79727
Expected captures per decade: 79369
Simulated fraction at 1 s: 0.4722
Gaussian center: 1.00 eV; central time 2.232 s
Gaussian widths: broad 0.25 eV, narrow 0.03 eV
Broad Gaussian, slope 3 decades early / center: 0.643
Broad Gaussian, slope 3 decades late / center: 0.645
Captured in central two decades, uniform: 0.159
Captured in central two decades, broad Gaussian: 0.246
Captured in central two decades, narrow Gaussian: 0.877
Uniform in tau, fraction at 1 s: 2.057e-06
Uniform in tau, fraction at 10 s: 1.767e-05
Uniform in tau, fraction at 100 s: 1.476e-04
Uniform in tau, growth from 10 to 100 s: factor 8.36
```
